# A three-state model of hydride transfer in a metal dimethylamide

## 1. Two states and no π bond

Take a metal dimethylamide, M–N(CH₃)₂, and let one methyl group pass a hydrogen atom, with both electrons of its C–H bond, to the metal. The product contains an M–H bond and the imine CH₂=N–CH₃. First switch off the C=N π bond. Two electronic states then remain:

- $R$: the C–H bond is intact.
- $C$: the M–H bond is formed and the carbon orbital $c$ left behind is empty.

Let $q$ run from 0 (reactant geometry) to 1 (hydride transferred). I assume that the two states are orthogonal, that their energies are parabolas of equal force constant $K$, and that their coupling is constant:

$$E_R=\tfrac12Kq^2,\qquad E_C=\tfrac12K(1-q)^2+\Delta,\qquad H_{RC}=-v,\quad v>0 .$$

Energies are in hartree and $q$ is dimensionless. The "transition energy" studied here is the barrier $B$, the energy of the transition state minus that of the reactant minimum. It is not an optical excitation energy.

The parabolas cross where

$$\delta\equiv E_C-E_R=\Delta+K(\tfrac12-q)=0,\qquad q_\times=\tfrac12+\Delta/K .$$

With $\lambda=K/2$, the crossing energy is $\tfrac12Kq_\times^2=(\lambda+\Delta)^2/4\lambda$. At the crossing the coupling lowers the ground state by $v$. Near $q=0$ the gap is $\lambda+\Delta$, and second-order perturbation theory lowers the reactant by $v^2/(\lambda+\Delta)$. Hence, for small $v$ and $|\Delta|\ll\lambda$,

$$B\approx\frac{(\lambda+\Delta)^2}{4\lambda}-v+\frac{v^2}{\lambda+\Delta}. \tag{1}$$

**Numbers.** I use round model parameters, not fitted to any metal: $K=0.50$, $\Delta=0.06$, $v=0.03$. Then $\lambda=0.25$, and (1) gives $0.0961-0.0300+0.0029=0.0690$. Diagonalization along $q$ gives 0.0702, or 184 kJ/mol. Nearly all of the difference arises because the maximum is not at the crossing, as a general condition shows.

Let $c_R$ be the amplitude of $R$ in the normalized ground state. The Hellmann–Feynman theorem gives

$$\frac{dE}{dq}=c_R^2Kq-(1-c_R^2)K(1-q)=K\,(q-1+c_R^2).$$

Stationary points therefore satisfy

$$q=1-c_R^2. \tag{2}$$

At the crossing $c_R^2=\tfrac12$ but $q_\times=0.62$, so the energy is still rising there. The maximum lies further on, at $q=0.661$.

**Limit.** As $v\to0$, (1) becomes the crossing energy of two uncoupled parabolas, as it must.

## 2. The third state and its couplings

Nitrogen can donate into the empty carbon orbital. Let $m$, $h$, $c$ and $n$ be orthogonal orbitals on metal, hydrogen, carbon and nitrogen, holding four electrons. Define the singlet-pair creator

$$S^\dagger_{ab}=\frac{a^\dagger_\uparrow b^\dagger_\downarrow+b^\dagger_\uparrow a^\dagger_\downarrow}{\sqrt2},\qquad N^\dagger=n^\dagger_\uparrow n^\dagger_\downarrow .$$

The three states are

$$|R\rangle=S^\dagger_{hc}N^\dagger|0\rangle,\quad |C\rangle=S^\dagger_{mh}N^\dagger|0\rangle,\quad |I\rangle=S^\dagger_{mh}S^\dagger_{nc}|0\rangle .$$

In $I$ one electron has moved from nitrogen to carbon, and the two electrons are paired. Mixing $C$ with $I$ makes the π bond.

One-electron hopping between orbitals $a$ and $b$ is $t_{ab}\sum_\sigma(a^\dagger_\sigma b_\sigma+b^\dagger_\sigma a_\sigma)$. It gives three couplings.

*$C$ to $I$.* Moving either electron of $N^\dagger$ from $n$ to $c$ gives $c^\dagger_\uparrow n^\dagger_\downarrow+n^\dagger_\uparrow c^\dagger_\downarrow=\sqrt2\,S^\dagger_{nc}$. Thus $H_{CI}=\sqrt2\,t_{cn}$.

*$R$ to $C$.* Moving the electron in $c$ to $m$ turns $S^\dagger_{hc}$ into $S^\dagger_{hm}=S^\dagger_{mh}$, so the direct coupling is $t_{mc}$. Paths through other configurations can add to it, and $v$ stands for the total effective coupling.

*$R$ to $I$.* Moving an electron from $n$ to $m$ turns $|R\rangle$ into $\sqrt2\,S^\dagger_{hc}S^\dagger_{nm}|0\rangle$. Its overlap with $|I\rangle$ is found by expanding both pair products, each of which has four determinants of amplitude $\tfrac12$. Two determinants are shared: spin up in $m,c$ with spin down in $h,n$, and the reverse. In each, the two expansions differ by one exchange of like-spin operators, hence by a sign. The overlap is $2\times(-\tfrac14)=-\tfrac12$, and $H_{RI}=-t_{mn}/\sqrt2$.

The signs of $m$ and $n$ relative to $c$ can be chosen so that $t_{mc}$ and $t_{cn}=-\beta$ are negative. I set $H_{RI}=0$ until Section 7. With $b=\sqrt2\beta$ the model is

$$H=\begin{pmatrix}E_R&-v&0\\-v&E_C&-b\\0&-b&E_C+D\end{pmatrix}. \tag{3}$$

Here $D$ is the energy of $I$ above $C$ before they mix, and electron repulsion is absorbed in the diagonal energies. The configuration with both π electrons on carbon is left out. This is a simplification: in a two-electron, two-orbital CASSCF description of the π bond of CH₂=NH, in orthogonal orbitals localized on C and N, it carries a weight of about 0.1, against about 0.2 for both electrons on nitrogen and 0.7 for the paired configuration.

**Which nitrogen pair donates?** If M, N, C and H lie in one plane, the p lone pair of a planar amide is perpendicular to that plane, whereas the vacated carbon orbital lies in it. That lone pair cannot donate. The donor $n$ is then the M–N bond pair, polarized towards nitrogen. Twisting or pyramidalization at nitrogen admits the lone pair.

If the p axes of donor and acceptor are twisted by $\varphi$ about the C–N axis, the parallel component of the donor is $\cos\varphi$. For an axially symmetric C–N environment the perpendicular component does not couple, so $\beta=\beta_0\cos\varphi$.

**Is the π coupling present before the hydride leaves?** A tetrahedral carbon hybrid at angle $\theta$ to the C–N axis has the π component $\sqrt{3/4}\,\sin\theta$. With $\cos\theta=-\tfrac13$, $\sin\theta=\sqrt8/3$, and the component is $\sqrt{2/3}\approx0.82$ of that of a pure p orbital. Most of the coupling already exists in the reactant geometry, so I first take $b$ constant. What must develop is the population of the states that can use it.

## 3. Eliminating the product states

For a ground state with amplitudes $(c_R,c_C,c_I)$, the rows of (3) read

$$(E_R-E)c_R=vc_C,\qquad (E_I-E)c_I=bc_C,$$
$$(E_C-E)c_C=vc_R+bc_I,$$

where $E_I=E_C+D$. Substituting $c_R=vc_C/(E_R-E)$ and $c_I=bc_C/(E_I-E)$ into the last row, and dividing by $c_C$, gives

$$E_C-E=\frac{v^2}{E_R-E}+\frac{b^2}{E_I-E}.$$

Solving for $E-E_R$,

$$E-E_R=\frac{v^2}{E-E_C-\dfrac{b^2}{E-E_I}}. \tag{4}$$

For nonzero $v$ and $b$, the ground energy lies below every diagonal element, so all three amplitudes can be taken positive.

**Limits.** For $b\to0$ at $D\ge0$, or for $D\to\infty$ at fixed $b$, the inner fraction disappears and (4) is the two-state equation of Section 1.

## 4. The barrier and the π bond order

At fixed $q$, $b$ enters (3) through the two elements $-b$. The Hellmann–Feynman theorem gives

$$\left(\frac{\partial E}{\partial b}\right)_q=-2c_Cc_I<0 .$$

Every point on the curve goes down, including the reactant. This alone does not show that the barrier falls, because a barrier is a difference.

The C–N π bond order is half the expectation value of $\sum_\sigma(c^\dagger_\sigma n_\sigma+n^\dagger_\sigma c_\sigma)$. Within the three states this operator connects $C$ with $I$, with matrix element $\sqrt2$. Therefore

$$P=\tfrac12\cdot2c_Cc_I\sqrt2=\sqrt2\,c_Cc_I .$$

Since $b=\sqrt2\beta$, $(\partial E/\partial\beta)_q=-2\sqrt2\,c_Cc_I=-2P$.

Now differentiate $B=E(q_\ddagger)-E(q_R)$, where $q_\ddagger$ and $q_R$ are the transition state and the reactant minimum. Both points move with $\beta$, but the movement contributes $(dE/dq)(dq/d\beta)$, which vanishes because $dE/dq=0$ at both. Thus

$$\boxed{\frac{dB}{d\beta}=-2\,[P(q_\ddagger)-P(q_R)]} \tag{5}$$

as long as the minimum and the maximum exist separately. At a given $\beta$, stronger π coupling lowers the barrier if and only if the π bond order is larger at the transition state than in the reactant. This is the precise sense in which a *developing* π bond lowers the barrier.

**Weak-coupling limit.** Start from the two-state ground state at $b=0$, with $D\ge0$. The perturbation links its $C$ component to $I$, so second-order theory shifts the energy by $-b^2c_C^2/(E_I-E)$. Displacement of the stationary points enters at order $b^4$. Therefore

$$B(b)-B(0)\approx-b^2\left[\frac{c_C^2}{E_I-E}\right]_{q_R}^{q_\ddagger}. \tag{6}$$

Take $D=0.04$, a value chosen for illustration (Section 5 comments on the sign of $D$ in real imines). By (2), $c_C^2=q$ in the two-state problem. At the transition state $c_C^2=0.661$, $E=0.0673$, and

$$E_I-E=0.25(1-0.6607)^2+0.10-0.06728=0.0615,$$

so the ratio is about 10.7. In the reactant it is about $0.0094/0.348=0.03$. For $b=0.003$, (6) gives $-9.65\times10^{-5}$, while diagonalization gives $-9.61\times10^{-5}$.

## 5. When must the bond order grow?

Write $g=E-E_R<0$ and define the amplitude ratios

$$r=\frac{c_I}{c_C}=\frac{b}{\delta+D-g},\qquad u=\frac{c_R}{c_C}=\frac{v}{|g|}.$$

Normalization gives $c_C^2(1+r^2+u^2)=1$, and hence

$$\sqrt2P=2c_Cc_I=\frac{2r}{1+r^2+u^2}. \tag{7}$$

As $q$ increases, $\delta$ decreases, since $d\delta/dq=-K$. Subtracting $E_R$ from the diagonal of (3) leaves $0,\delta,\delta+D$, so $dg/d\delta=c_C^2+c_I^2=1-c_R^2$. Two consequences follow:

- $g$ decreases, so $|g|$ grows and $u$ falls.
- $d(\delta-g)/d\delta=c_R^2>0$, so $\delta-g$ decreases and $r$ rises.

The partial derivatives of (7) are

$$\frac{\partial(\sqrt2P)}{\partial u}=-\frac{4ru}{(1+r^2+u^2)^2},\qquad
\frac{\partial(\sqrt2P)}{\partial r}=\frac{2(1+u^2-r^2)}{(1+r^2+u^2)^2}.$$

The falling $u$ raises $P$. The rising $r$ also raises it if $r^2<1+u^2$. Multiplied by $c_C^2$, this condition is $c_I^2<c_C^2+c_R^2$, or

$$c_I^2<\tfrac12 . \tag{8}$$

If (8) holds from $q_R$ to $q_\ddagger$, $P$ grows along the path and (5) is negative. Either of two conditions guarantees this.

*$D\ge0$.* The ground energy lies below the lower eigenvalue of the $C,I$ block, $E_C+D/2-\sqrt{D^2/4+b^2}$. Hence $E_I-E>D/2+\sqrt{D^2/4+b^2}\ge b$. This gives $r<1$, so $c_I<c_C$ and (8) holds.

*$q_\ddagger\le\tfrac12$, with any sign of $D$.* The lowest eigenvalue $g$ is the minimum over trial states of expressions linear in $\delta$, so it is concave in $\delta$. Its slope $1-c_R^2$ therefore cannot decrease as $q$ grows. Condition (2) also holds for three states, because $E_I$ and $E_C$ have the same slope in $q$. Up to the transition state it therefore gives $c_I^2<1-c_R^2\le q_\ddagger\le\tfrac12$.

The second case matters because in a fully formed C=N π bond $I$ lies below $C$. The two-orbital description of Section 2 gives $D\approx-0.26$ and $b\approx0.25$ for CH₂=NH, and $D\approx-0.09$ and $b\approx0.29$ for CH₂=NH₂⁺; $D$ moves by 0.01 to 0.02 between the 6-31G and cc-pVDZ bases. The positive $D$ and small $b$ of the worked example are therefore not those of an imine. For $D<0$ and $q_\ddagger>\tfrac12$ neither guarantee applies, and (8), or the sign of (5), must be checked directly. With $D=-0.03$, $b=0.0707$ and the other parameters unchanged, $q_\ddagger=0.442$ and $dB/d\beta=-0.61$.

Condition (8) is sufficient, not necessary. It cannot simply be dropped from the statement that $P$ grows with $q$: a numerical scan over random parameters found points with $c_I^2>\tfrac12$ where $P$ falls as $q$ increases.

## 6. The full barrier and a two-state reading

Set $\beta_0=0.05$, so $b=0.0707$, and keep $D=0.04$. The two cases compare as follows.

| | no π coupling | with π coupling |
|---|---|---|
| $q_\ddagger$ | 0.661 | 0.520 |
| $E(q_R)$ | −0.0029 | −0.0030 |
| $E(q_\ddagger)$ | 0.0673 | 0.0410 |
| $B$ | 0.0702 | 0.0440 |

The barrier falls by 0.0262, from 184 to 116 kJ/mol. The reactant itself is lowered by 0.0001, so almost all the change occurs at the transition state, which also moves to smaller $q$.

The weights of $R,C,I$ there are 0.480, 0.380 and 0.140. The last two add to 0.520, as (2) requires. The bond order rises from 0.003 in the reactant to $\sqrt{2\times0.380\times0.140}=0.326$, so (5) gives $dB/d\beta=-2(0.326-0.003)=-0.65$. Integrating (5) from $\beta=0$ to $\beta_0$ reproduces the full change, $-0.0262$. The weak-coupling formula (6) would give about $-0.005\times10.7=-0.054$, twice too much: this $b$ is not small compared with the energy denominator 0.0615.

A simpler picture follows from first diagonalizing the $C,I$ block. Its lower state is $\cos\eta\,|C\rangle+\sin\eta\,|I\rangle$, with energy $E_C+D\sin^2\eta-b\sin2\eta$. Minimizing over $\eta$ gives

$$\tan2\eta=\frac{2b}{D},\qquad S=\sqrt{\frac{D^2}{4}+b^2}-\frac D2 ,$$

where $0<2\eta<\pi$ and $S$ is the lowering below $E_C$. $R$ couples to the $C$ part alone, so the coupling falls from $v$ to $v\cos\eta$. The π bond thus has two opposing effects: it lowers the product parabola and weakens the mixing at the crossing. With $\Delta_P=\Delta-S$, (1) becomes

$$B\approx\frac{(\lambda+\Delta_P)^2}{4\lambda}-v\cos\eta+\frac{v^2\cos^2\eta}{\lambda+\Delta_P}. \tag{9}$$

Here $S=0.0535$, $\eta=37.1^\circ$ and $v\cos\eta=0.0239$. The terms are $0.0658-0.0239+0.0022=0.0441$, close to the three-state 0.0440. Compared with Section 1, the crossing falls by 0.0303, while the weaker coupling gives back 0.0061.

Leaving out the upper $C,I$ state restricts the variational space, so the two-state energy is an upper bound at each $q$. That does not make its barrier a bound, since a barrier is a difference.

**Degenerate limit.** Let $D=0$ and $v\ll b$. Then $S=b$, $\eta=45^\circ$, and (9) gives $dB/db\approx-(\lambda+\Delta_P)/2\lambda$, which is $-\tfrac12$ when $\Delta_P=0$. Equation (5) agrees: the transition-state weights are $\tfrac12,\tfrac14,\tfrac14$, the reactant term is negligible, and $-2c_Cc_I=-\tfrac12$.

**Where the reduction misleads.** For $b\ll D$, $S\approx b^2/D$ and $1-\cos\eta\approx b^2/2D^2$. The first two terms of (9) then change by

$$-\frac{b^2}{D}\,\frac{\lambda+\Delta}{2\lambda}+\frac{vb^2}{2D^2}.$$

This is positive if $v>D(\lambda+\Delta)/\lambda$. The terms left out here raise the value of $v$ needed, but for small enough $D$ the two-state barrier does rise. With $D=0.01$, $v=0.03$ and $b=0.001$, diagonalizing the two-state model gives a rise of $4.6\times10^{-5}$, whereas the three-state barrier falls by $2.1\times10^{-5}$. For $D\ge0$ the three-state result forbids a rise. For $b\ll D$ the two mixed product states are only about $D$ apart, so the omitted upper one cannot be neglected when $v$ is comparable with $D$. In the numerical example above they are $\sqrt{D^2+4b^2}=0.147$ apart, well above $v$.

## 7. Relaxing the assumptions

**Twist.** Since $b\propto\cos\varphi$, turning the model's single donor away from the vacated orbital restores the barrier: 0.0440, 0.0484, 0.0603 and 0.0702 at $\varphi=0^\circ,30^\circ,60^\circ$ and $90^\circ$. The last value is the two-state barrier, the required limit. In a planar amide the nitrogen lone pair turns towards the vacated orbital as the M–N bond pair turns away, so there the full barrier need not return.

**Planarizing carbon.** Replace $b$ by $b\,s(q)$, with $s$ rising linearly from $\sqrt{2/3}$ at $q=0$ to 1 at $q=1$. At fixed $q$ the derivative becomes $-2sP$, and the argument leading to (5) gives

$$\frac{dB}{d\beta}=-2\,[s(q_\ddagger)P(q_\ddagger)-s(q_R)P(q_R)].$$

Condition (2) no longer holds, because the coupling now also depends on $q$. The barrier is 0.0468, somewhat above 0.0440, since carbon is not yet planar at the transition state and the coupling there is below its full value. Most of the lowering survives.

**Direct coupling of $R$ and $I$.** Restore $H_{RI}=w=-t_{mn}/\sqrt2$. Then $\partial E/\partial w=2c_Rc_I$, and to first order

$$\delta B=2w\,[c_Rc_I]_{q_R}^{q_\ddagger}.$$

For $w=0.004$ this is $+0.0019$. Diagonalization gives barriers of 0.0459 for $w=+0.004$ and 0.0421 for $w=-0.004$. If all three hoppings $t_{mc},t_{cn},t_{mn}$ are negative, $w$ is positive and opposes the π lowering. At $b=0$ both signs give 0.0701, because reversing the sign of $|I\rangle$ then reverses $w$ and changes nothing else. Equation (5) still holds with $w$ present, but the proof of Section 5 does not carry over, since it used $H_{RI}=0$. At the full $b=0.0707$ the barrier lies below its $b=0$ value for either sign of $w$. For $w=+0.004$, however, the change is not monotonic: the barrier first rises, by about $8\times10^{-5}$ at $b=0.003$, before it falls. At $b=0$ a positive $w$ gives $c_I$ the sign opposite to $c_C$, so the bond order at the transition state starts out negative.

These are electronic barriers along one coordinate. Entropy, tunnelling and solvent are absent, and a real amide would need its own values of $K,\Delta,D,v,w$ and $\beta_0$. The numerical output lists most of the values used above, to more digits than the model can claim for a molecule.

## Computed values

```
K, Delta, D (hartree): 0.50, 0.06, 0.04
v, beta0, b (hartree): 0.03, 0.05, 0.07071
spin factors CI, RC, RI: 1.41421, 1.00000, -0.70711
C-N distance for angular test (angstrom): 1.30
tetrahedral/planar pi coupling ratio: 0.81650
no pi: q reactant, q TS: 0.00938, 0.66074
no pi: E reactant, E TS (hartree): -0.002898, 0.067278
no pi: barrier: 0.070175 hartree = 184.2 kJ/mol
with pi: q reactant, q TS: 0.01078, 0.52026
with pi: E reactant, E TS (hartree): -0.003040, 0.040956
with pi: barrier: 0.043996 hartree = 115.5 kJ/mol
barrier change: -0.026180 hartree = -68.7 kJ/mol
integrated bond-order law (hartree): -0.026180
reactant weights R, C, I: 0.98922, 0.01035, 0.00043
TS weights R, C, I: 0.47974, 0.38034, 0.13992
pi bond order reactant, TS: 0.00298, 0.32624
d(barrier)/d(beta) at beta0: -0.64653
weak test b (hartree): 0.003
weak change true, law (hartree): -9.6140e-05, -9.6456e-05
product diabat lowering S (hartree): 0.053485
mixing angle eta (degree): 37.103
reduced coupling v cos(eta) (hartree): 0.023926
two-state numerical barrier (hartree): 0.044115
closed estimate with pi, no pi (hartree): 0.044105, 0.069003
barrier with carbon rehybridization (hartree): 0.046757
D negative test: D (hartree), q TS: -0.03, 0.44223
D negative test: d(barrier)/d(beta): -0.61414
direct coupling size |w| (hartree): 0.004
barrier for +w, -w with pi (hartree): 0.045918, 0.042103
barrier for +w, -w at b=0 (hartree): 0.070133, 0.070133
first-order shift for +w (hartree): 0.001908
twist 0 degree: barrier (hartree): 0.043996
twist 30 degree: barrier (hartree): 0.048368
twist 60 degree: barrier (hartree): 0.060281
twist 90 degree: barrier (hartree): 0.070175
```
